\section*{Bloch-Wilson T³ Resistivity from Phonon-Induced s-d Scattering}

\section{Definitions and conventions}

Hartree atomic units are used, with $k_B=1$, so that temperature $T$ is an energy. A light s band and a heavy d band have masses $m_s\ll m_d$ and concentric spherical Fermi surfaces of radii $k_s$ and $k_d$. Energies are measured from the common Fermi level:
\begin{equation}
\varepsilon_s(\mathbf k)=\frac{k^2-k_s^2}{2m_s},\qquad
\varepsilon_d(\mathbf k)=\frac{k^2-k_d^2}{2m_d}.
\label{bands}
\end{equation}
The Fermi velocities are $v_s=k_s/m_s$ and $v_d=k_d/m_d$, and the s density is $n_s=k_s^3/3\pi^2$. The equilibrium occupations are $f(\varepsilon)=1/(e^{\varepsilon/T}+1)$ for electrons and $N(\omega)=1/(e^{\omega/T}-1)$ for phonons.

Phonons have $\omega=cq$ up to the Debye wavevector $q_D$. They stay in equilibrium, so phonon drag is neglected, and Umklapp processes are left out of the phonon scattering. Two temperatures set the scales:
\begin{equation}
\Theta=cq_D,\qquad T_{\min}=c\,|k_s-k_d| .
\label{scales}
\end{equation}
The second is the energy of the softest phonon that can join the two Fermi surfaces.

The crystal has $N_c$ cells of volume $\Omega$ and ion mass $M$. The s-d coupling is taken proportional to strain, with an energy $D$ as its strength. A phonon has displacement amplitude $(2MN_c\omega)^{-1/2}$ and strain $q$ times that, so
\begin{equation}
|M_q|^2=\frac{D^2q^2}{2MN_c\omega}=\frac{D^2q}{2MN_cc}.
\label{matrix}
\end{equation}

We also assume $c\ll v_d$, and that $T$ and $\Theta$ are small compared with the d Fermi energy. The Fermi radii can then be used in the scattering geometry.

\section{Why the small-angle factor is absent}

Let $i,j$ label states of either band. In a weak field $\mathbf E$, write the occupation as
\begin{equation}
f_i=f(\varepsilon_i)+\left(-\frac{\partial f}{\partial\varepsilon}\right)\Phi_i,
\qquad \Phi_i=-\mathbf E\cdot\boldsymbol\Lambda_i .
\label{deviation}
\end{equation}
The minus sign comes from the electron charge, and $\boldsymbol\Lambda_i$ is a vector mean free path. Let $W_{ij}$ be the transition rate from $i$ to an empty $j$. Detailed balance makes the equilibrium flux symmetric:
\begin{equation}
P_{ij}=f(\varepsilon_i)[1-f(\varepsilon_j)]W_{ij}=P_{ji}.
\label{balance}
\end{equation}

The net flux out of $i$ into $j$ is
\[
(1-f_i)(1-f_j)\left[W_{ij}\frac{f_i}{1-f_i}-W_{ji}\frac{f_j}{1-f_j}\right].
\]
Since $-\partial f/\partial\varepsilon=f(1-f)/T$, the deviation (\ref{deviation}) multiplies $f_i/(1-f_i)$ by $1+\Phi_i/T$ to first order. The bracket vanishes in equilibrium, so the linear flux is $P_{ij}(\Phi_i-\Phi_j)/T$. Balancing it against the field gives
\begin{equation}
\left(-\frac{\partial f}{\partial\varepsilon}\right)_i\mathbf v_i
=\frac1T\sum_jP_{ij}(\boldsymbol\Lambda_i-\boldsymbol\Lambda_j).
\label{boltzmann}
\end{equation}
Take the scalar product with $\boldsymbol\Lambda_i$, sum over $i$, and average the right side with its copy in which $i$ and $j$ are exchanged:
\begin{equation}
\sum_i\left(-\frac{\partial f}{\partial\varepsilon}\right)_i
\mathbf v_i\cdot\boldsymbol\Lambda_i
=\frac1{2T}\sum_{ij}P_{ij}|\boldsymbol\Lambda_i-\boldsymbol\Lambda_j|^2 .
\label{dissipation}
\end{equation}
Scattering degrades the current through the \emph{difference} of two mean free paths.

For scattering within the s band, a shifted Fermi sphere has $\boldsymbol\Lambda=\lambda\mathbf k$. Relative to $|\boldsymbol\Lambda_i|^2$, an event then carries the weight
\begin{equation}
\frac{|\boldsymbol\Lambda_i-\boldsymbol\Lambda_j|^2}{2|\boldsymbol\Lambda_i|^2}
=\frac{q^2}{2k_s^2}=1-\cos\theta .
\label{angle}
\end{equation}
Long-wave phonons are inefficient because the electron keeps almost all its current.

For s-d scattering, suppose that other processes hold the d carriers in equilibrium, so that $\boldsymbol\Lambda_d=0$. The difference is then $\boldsymbol\Lambda_s$, whatever the angle. The s electron loses its whole contribution to the current even when its wavevector hardly changes. Equation (\ref{boltzmann}) for an s state has no return term, and its solution is $\boldsymbol\Lambda_s=\mathbf v\,\tau(\varepsilon)$ with
\begin{equation}
\frac1{\tau(\varepsilon_i)}=\sum_{j\in d}W_{ij}
\frac{1-f(\varepsilon_j)}{1-f(\varepsilon_i)} .
\label{rate0}
\end{equation}

\section{The energy-dependent rate}

For absorption the golden rule contains $N$ and $\varepsilon_j=\varepsilon+\omega$; for emission it contains $N+1$ and $\varepsilon_j=\varepsilon-\omega$. Using $(N+1)e^{-\omega/T}=N$, the statistical factors in (\ref{rate0}) become
\begin{align}
N\frac{1-f(\varepsilon+\omega)}{1-f(\varepsilon)}
&=N\frac{1+e^{-\varepsilon/T}}{1+e^{-(\varepsilon+\omega)/T}}
=N+f(\varepsilon+\omega),\label{absorb}\\
(N+1)\frac{1-f(\varepsilon-\omega)}{1-f(\varepsilon)}
&=N+1-f(\varepsilon-\omega)=N+f(\omega-\varepsilon).\label{emit}
\end{align}
Their sum is $B=2N(\omega)+f(\omega+\varepsilon)+f(\omega-\varepsilon)$.

The final energy contains $kq\cos\alpha/m_d$, where $\alpha$ is the angle between $\mathbf k$ and $\mathbf q$. The delta function therefore gives
\begin{equation}
\int_{-1}^{1}d(\cos\alpha)\,\delta(\varepsilon_d(\mathbf k+\mathbf q)-\varepsilon\mp\omega)
=\frac{m_d}{k_sq}
\label{delta}
\end{equation}
when a solution exists, and zero otherwise. With both states near their Fermi surfaces, the triangle of sides $k_s,k_d,q$ closes for
\begin{equation}
|k_s-k_d|\le q\le\min(q_D,k_s+k_d).
\label{window}
\end{equation}
We take $q_D<k_s+k_d$. Replacing the phonon sum by $N_c\Omega\int d^3q/(2\pi)^3$, doing the azimuthal integral, and using (\ref{matrix}) and (\ref{delta}),
\begin{align}
\frac1{\tau(\varepsilon)}
&=2\pi\,\frac{N_c\Omega}{4\pi^2}\int q^2dq\,
\frac{D^2q}{2MN_cc}\,\frac{m_d}{k_sq}\,B\nonumber\\
&=\frac{\Omega D^2m_d}{4\pi Mck_s}
\int_{|k_s-k_d|}^{q_D}q^2dq\,B .
\label{rate}
\end{align}
Spin is conserved, so there is no spin factor. Three powers of $q$ from phase space and coupling are reduced to two by the $1/q$ of the delta function.

\section{The Bloch-Wilson integral}

The s conductivity follows from $\boldsymbol\Lambda_s=\mathbf v\tau$. The density of states is $m_sk_s/\pi^2$ including spin, and the directional average of a squared velocity component is $v_s^2/3$. Hence
\begin{equation}
\sigma=\frac{n_s}{m_s}\langle\tau\rangle,\qquad
\langle A\rangle=\int d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)A(\varepsilon).
\label{sigma}
\end{equation}

Let an energy-independent impurity rate $\gamma_0$ act in parallel, and write $\gamma(\varepsilon)$ for (\ref{rate}). Expanding $\langle1/(\gamma_0+\gamma)\rangle$ and inverting gives
\begin{equation}
\rho=\frac{m_s}{n_s}\left[\gamma_0+\langle\gamma\rangle
-\frac{\langle\gamma^2\rangle-\langle\gamma\rangle^2}{\gamma_0}+\cdots\right].
\label{dirty}
\end{equation}
When impurities dominate, the phonon increment is set by $\langle\gamma\rangle$.

To evaluate the average, (\ref{absorb}) and $-\partial f/\partial\varepsilon=f(1-f)/T$ give
\begin{equation}
\langle N+f(\varepsilon+\omega)\rangle
=\frac NT\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\omega)].
\label{average1}
\end{equation}
The integrand equals $(N+1)[f(\varepsilon)-f(\varepsilon+\omega)]$, because the reverse product $f(\varepsilon+\omega)[1-f(\varepsilon)]$ is smaller than the forward one by $e^{-\omega/T}$. The integral of the difference is $\omega$. Emission contributes equally, as the change $\varepsilon\to-\varepsilon$ shows. With $x=\omega/T$,
\begin{equation}
\langle B\rangle=2xN(N+1)=\frac{2x}{(e^x-1)(1-e^{-x})}.
\label{average2}
\end{equation}
Inserting this in (\ref{rate}), with $q^2dq=(T/c)^3x^2dx$, gives
\begin{equation}
\rho_{sd}=\frac{m_s}{n_s}\,
\frac{\Omega D^2m_dT^3}{2\pi Mc^4k_s}\,
J_3\!\left(\frac{T_{\min}}T,\frac{\Theta}T\right),
\label{wilson}
\end{equation}
\begin{equation}
J_n(a,b)=\int_a^b\frac{x^n\,dx}{(e^x-1)(1-e^{-x})}.
\label{J}
\end{equation}

For $T_{\min}\ll T\ll\Theta$ the limits become $0$ and $\infty$. Since $1/[(e^x-1)(1-e^{-x})]=-dN/dx$, integration by parts gives
\begin{equation}
J_3(0,\infty)=3\int_0^\infty\frac{x^2dx}{e^x-1}=6\zeta(3)\simeq7.212,
\label{zeta}
\end{equation}
and $\rho_{sd}\propto T^3$. For $T\gg\Theta$ the integrand of $J_3$ is approximately $x$, so $J_3\propto T^{-2}$ and $\rho_{sd}\propto T$.

For comparison, take s-s scattering with the same $D$. Replace $m_d$ by $m_s$, set the lower limit to zero, and insert (\ref{angle}), which equals $(T/c)^2x^2/2k_s^2$:
\begin{equation}
\rho_{ss}=\frac{m_s}{n_s}\,
\frac{\Omega D^2m_sT^5}{4\pi Mc^6k_s^3}\,J_5(0,\Theta/T).
\label{ss}
\end{equation}
This is the shifted-sphere result, and the factor $q^2$ has raised the low-temperature power from three to five.

\subsection{The clean limit}

Without impurities, and with s-d scattering as the only process acting on the s electrons, (\ref{sigma}) gives $\rho=m_s/(n_s\langle\tau\rangle)$. The Cauchy-Schwarz inequality $\langle\tau\rangle\langle1/\tau\rangle\ge1$ makes (\ref{wilson}) an upper bound on this clean s-d resistivity. If the gap is negligible and $T\ll\Theta$, (\ref{rate}) has the form $T^3$ times a function of $\varepsilon/T$. The clean resistivity is then also proportional to $T^3$, with a smaller coefficient: numerically, (\ref{wilson}) is larger by a factor 1.284.

\section{The momentum gap}

Let $t=T_{\min}/T\gg1$, with $\Theta-T_{\min}\gg T$. Every allowed phonon has $x\ge t$, so the denominator in (\ref{J}) is approximately $e^x$ and
\begin{equation}
J_3\simeq\int_t^\infty x^3e^{-x}dx=(t^3+3t^2+6t+6)e^{-t}.
\label{gap}
\end{equation}
Because $T^3t^3=T_{\min}^3$, the leading impurity-dominated increment is a constant times $e^{-T_{\min}/T}$. Absorption needs a thermal phonon, while emission needs an electron with enough excess energy and an empty final state. Both requirements cost the same Boltzmann factor.

Differentiating (\ref{wilson}) with $dJ_3/dt=-t^3e^{-t}$ gives the local power
\begin{equation}
\frac{d\ln\rho_{sd}}{d\ln T}\simeq3+\frac{t^4}{t^3+3t^2+6t+6}.
\label{power}
\end{equation}
For sharp Fermi surfaces it grows without limit on cooling, so no fixed power describes this regime. Impurities blur the two radii by about $\eta=\gamma_s/2v_s+\gamma_d/2v_d$, where $\gamma_s$ and $\gamma_d$ are the impurity rates of the two bands, so the gap needs $\eta\ll|k_s-k_d|$. Even then, a Lorentzian blur admits phonons with $q\ll|k_s-k_d|$ with relative weight about $2q\eta/(\pi|k_s-k_d|^2)$. In this estimate a small term proportional to $\eta T^4$ replaces the exponential at sufficiently low temperature.

The clean limit, again with s-d scattering alone, has the same exponent but another prefactor. This restriction matters below the gap: s-s phonon scattering has no gap, and its rate, proportional to $T^3$, eventually exceeds the frozen mean s-d rate. It moves electrons in energy while hardly degrading the current, evens out $\boldsymbol\Lambda_s$ near the Fermi level, and pushes the s-d resistivity part of the way back toward (\ref{wilson}). Near $|\varepsilon|=T_{\min}$ the s-d rate is not exponentially small, and $\boldsymbol\Lambda_s$ can remain well below its value at the Fermi level. For $|\varepsilon|<T_{\min}$ and away from the ends of this range, set $u=\varepsilon/T$. The three terms of $B$ become
\begin{equation}
B\simeq e^{-x}(2+e^{-u}+e^u)=4e^{-x}\cosh^2(u/2).
\label{Bgap}
\end{equation}
Define $g(u)=\int_t^\infty x^2B\,dx\simeq4\cosh^2(u/2)(t^2+2t+2)e^{-t}$. The thermal weight is $du/[4\cosh^2(u/2)]$, so
\begin{equation}
\left\langle\frac1g\right\rangle
=\frac{e^t}{t^2+2t+2}\int\frac{du}{16\cosh^4(u/2)}
=\frac{e^t}{6(t^2+2t+2)} .
\label{invg}
\end{equation}
The last integral is $\tfrac18\int dy\,\mathrm{sech}^4y=\tfrac18\cdot\tfrac43$. Since $\langle g\rangle=2J_3$,
\begin{equation}
\frac{\rho_{sd}}{\rho_{\rm clean}}
=\langle g\rangle\left\langle\frac1g\right\rangle
\simeq\frac{t^3+3t^2+6t+6}{3(t^2+2t+2)}\longrightarrow\frac t3 .
\label{ratio}
\end{equation}
The product of the thermal weight and (\ref{Bgap}) is flat in $u$, so the mean rate collects energies out to about $T_{\min}$. The clean current is carried mainly by long-lived electrons within a few $T$ of the Fermi level. At $t=12$, numerical averaging of the full rate gives 4.388, in agreement with (\ref{ratio}).

This also sharpens the condition behind (\ref{dirty}). Below the gap, it is not enough that $\gamma_0$ be large compared with the exponentially small mean rate. The mean collects energies out to about $T_{\min}$, and electrons at a given energy contribute in full only when $\gamma_0$ exceeds their own rate; $\gamma_0$ large compared with the rate near $T_{\min}$ is sufficient.

\section{Conditions for the cubic law}

\subsection{Electron-like d carriers must be relaxed}

For the electron-like d band of (\ref{bands}), heavy mass alone does not secure $T^3$. Consider touching spheres, $k_s=k_d$, and energy-independent mean free path lengths $\Lambda_s,\Lambda_d$ along the velocities. Let $\Gamma$ be the s-to-d rate, $\Gamma'$ the same rate weighted by $\cos\theta$, and $\gamma_s,\gamma_d$ the impurity rates. With densities of states $g_a=m_ak_s/\pi^2$, summing (\ref{boltzmann}) over each band gives
\begin{align}
g_sv_s&=g_s(\gamma_s+\Gamma)\Lambda_s-g_s\Gamma'\Lambda_d,\label{two1}\\
g_dv_d&=(g_d\gamma_d+g_s\Gamma)\Lambda_d-g_s\Gamma'\Lambda_s.\label{two2}
\end{align}
The factor $g_s\Gamma$ in both lines expresses the symmetry of $P_{ij}$.

First set $\gamma_s=\gamma_d=0$ and add the equations:
\begin{equation}
g_sv_s+g_dv_d=g_s(\Gamma-\Gamma')(\Lambda_s+\Lambda_d).
\label{drift}
\end{equation}
Here $\Gamma-\Gamma'$ contains $1-\cos\theta\propto q^2$. The two bands drift together, the small-angle factor returns, and the resistivity varies as $T^5$.

Now let $\gamma_d$ be finite with $\gamma_s=0$. At small angles $\Gamma'\simeq\Gamma$, and the sum gives $\Lambda_d=(g_sv_s+g_dv_d)/(g_d\gamma_d)$, while (\ref{two1}) gives $\Lambda_s=v_s/\Gamma+\Lambda_d$. Thus $\Lambda_d\ll\Lambda_s$ requires
\begin{equation}
\gamma_d\gg\Gamma\left(\frac{g_s}{g_d}+\frac{v_d}{v_s}\right)
=2r\Gamma,\qquad r=\frac{m_s}{m_d}.
\label{pinned}
\end{equation}
By (\ref{rate}), $\Gamma\propto m_d$, so $r\Gamma=g_s\Gamma/g_d$, the d-to-s rate, is proportional to $m_s$ and independent of $m_d$. A large d mass makes the threshold small compared with $\Gamma$ but does not lower it: some other relaxation of the d carriers must outpace their scattering into the s band. Numerical solution of (\ref{two1}) and (\ref{two2}) at $T=\Theta/100$ gives the powers 3.000 for a pinned d band and 5.000 for free common drift.

If both bands have the same large impurity rate $\gamma_0$, their unperturbed paths are $v_s/\gamma_0$ and $v_d/\gamma_0$. To first order in $\Gamma$, with $\Gamma'\simeq\Gamma$, (\ref{two1}) and (\ref{two2}) give $\delta\Lambda_s=-\Gamma(v_s-v_d)/\gamma_0^2$ and $\delta\Lambda_d=(g_s/g_d)\Gamma(v_s-v_d)/\gamma_0^2$. Inserting these in $\sigma=(g_sv_s\Lambda_s+g_dv_d\Lambda_d)/3$ gives
\begin{equation}
\delta\sigma=-\frac{g_s\Gamma}{3\gamma_0^2}(v_s-v_d)^2,\qquad
\sigma_0=\frac{g_sv_s^2+g_dv_d^2}{3\gamma_0}
=\frac{g_sv_s^2(1+r)}{3\gamma_0}.
\label{perturb}
\end{equation}
The last equality uses $g_sv_s=g_dv_d$. With $3/(g_sv_s^2)=m_s/n_s$,
\begin{equation}
\delta\rho=-\frac{\delta\sigma}{\sigma_0^2}
=\frac{m_s}{n_s}\Gamma\left(\frac{1-r}{1+r}\right)^2 .
\label{reduction}
\end{equation}
The power remains three. For $r=0.1$ the increment is 0.67 of the value for a pinned d band that carries no current.

These conclusions depend on the d velocity being parallel to $\mathbf k$. For a hole-like d sphere of the same radius the velocity is reversed, and $\Gamma'$ changes sign in (\ref{two1}) and (\ref{two2}). With $\gamma_s=\gamma_d=0$ and $g_sv_s=g_dv_d$, the solution is $\Lambda_s=\Lambda_d=v_s/(\Gamma+\Gamma')$, so $\rho\simeq m_s\Gamma/n_s\propto T^3$ without any relaxation of the d carriers: electrons and holes compensate, and their common drift carries no current. With equal impurity rates, $v_s-v_d$ in (\ref{perturb}) becomes $v_s+v_d$, and the factor in (\ref{reduction}) becomes one.

\subsection{The gap must be small over an area}

If the two Fermi surfaces cross along a line, the local gap near it is $q_{\min}\simeq\beta|y|$, where $y$ is the distance from the line on the s surface. For impurity-dominated transport the mean rate contains
\begin{equation}
T^3\int dy\,J_3\!\left(\frac{c\beta|y|}{T},\infty\right)
=\frac{2T^4}{c\beta}\int_0^\infty da\,J_3(a,\infty)\propto T^4 .
\label{crossing}
\end{equation}
The strip able to scatter narrows in proportion to $T$. A numerical average over an s sphere cut by a displaced d sphere gives the power 4.000 at $T=\Theta/100$. The cubic law therefore requires a local gap well below $T/c$ over an area that does not itself shrink with temperature.

\section{Worked example}

Take a model metal with $m_s=1$, $m_d=10$, $k_s=0.60$, $k_d=0.58$, $c=0.002$, $\Omega=100$, $D=0.1$, all in atomic units, and an ion mass of 100 u, or $1.823\times10^5$ electron masses. The Debye sphere holds one wavevector per cell, so $q_D=(6\pi^2/\Omega)^{1/3}=0.840$. Then $\Theta=530$ K, $T_{\min}=12.6$ K and $n_s=0.007295$.

At 20 K, $T=(20/12.63)(4.000\times10^{-5})=6.334\times10^{-5}$ hartree and $t=0.632$. The upper limit of $J_3$ is effectively infinite. Removing the small-$x$ part, where the integrand is $x-x^3/12$, gives
\begin{equation}
J_3\simeq7.212-\frac{t^2}{2}+\frac{t^4}{48}=7.016.
\label{example1}
\end{equation}
The mean rate is then
\begin{equation}
\frac{100(0.1)^2(10)(6.334\times10^{-5})^3(7.016)}
{2\pi(1.823\times10^5)(0.002)^4(0.60)}
=1.62\times10^{-6}.
\label{example2}
\end{equation}
Dividing by $n_s$ gives $\rho_{sd}=2.22\times10^{-4}$ atomic units. One atomic unit of resistivity is $21.74\ \mu\Omega\,$cm, so the increment is $4.83\times10^{-3}\ \mu\Omega\,$cm. The clean value for s-d scattering alone is $3.72\times10^{-3}\ \mu\Omega\,$cm. Over a residual s resistivity of $1\ \mu\Omega\,$cm the increment is $4.81\times10^{-3}\ \mu\Omega\,$cm, already within about 0.5\% of the impurity-dominated value.

The local power is 3.06 at 20 K, 3.02 at 30 K and 2.97 at 50 K. It falls to 2.32 at 100 K as the Debye cutoff enters. At 2 K, $t=6.32$ and (\ref{power}) gives 6.8, as found numerically. The increment there is $5.2\times10^{-7}\ \mu\Omega\,$cm, about a tenth of the gapless cubic law. This value assumes sharp Fermi surfaces. A residual resistivity of $1\ \mu\Omega\,$cm gives a blur $\eta$ of 0.014 of the gap from the s band alone, and 0.16 if the d band has the same impurity rate. A Lorentzian estimate then raises the 2 K increment by about 6\% and 50\% respectively, and by orders of magnitude below 1 K.

With equal coupling $D$, s-s scattering at 20 K contributes $1.19\times10^{-5}\ \mu\Omega\,$cm, about 0.25\% of the s-d increment. For sharp Fermi surfaces, which at this temperature means a far purer crystal than the one above, its power law overtakes the frozen s-d channel below about 0.6 K. This crossing is an estimate, because the phonon energy changes the final d radius by about $\omega/v_d$ and so shifts the gap by a relative amount of order $c/v_d=0.034$. The exponent $t$ then changes by order $tc/v_d$, which is small when $T\gg T_{\min}c/v_d=0.44$ K. Absorption ends mostly above the Fermi level and emission mostly below it, so for $k_d<k_s$ the shift narrows the gap for absorption and widens it for emission; it cancels at first order in the mean rate.

From 2 K upward the quasi-elastic geometry can be checked directly. Integrating the golden rule over final angles, with the phonon energy kept in the final wavevector, reproduces the mean rate to within about 0.2\% at 2, 4, 30 and 200 K. The numerical output below lists these comparisons.

\section*{Table of computed values}
\begin{verbatim}
MODEL INPUTS
m_s, m_d = 1.0, 10.0 electron masses
k_s, k_d = 0.60, 0.58 bohr^-1
sound speed c = 0.0020 a.u.
cell volume = 100.0 bohr^3
coupling D = 0.10 hartree
ion mass = 100.0 u = 182288.8 electron masses
DERIVED SCALES
q_D = 0.8398 bohr^-1
q_min = 0.0200 bohr^-1
Theta = 0.001680 hartree = 530.3 K
T_min = 4.000e-05 hartree = 12.63 K
n_s = 0.007295 bohr^-3
c/v_d = 0.0345
T_min*c/v_d = 0.436 K
resistivity unit = 21.7398 microohm cm
J3(0,inf) = 7.21234; J5(0,inf) = 124.4313
RESISTIVITY in microohm cm: impurity-dominated increment, clean,
  gapless T^3 law; then local power of the increment
T=  2 K: 5.1797e-07 2.0331e-07 4.9664e-06; power 6.838
T=  4 K: 2.0763e-05 1.2516e-05 3.9732e-05; power 4.224
T= 10 K: 5.5647e-04 4.1390e-04 6.2081e-04; power 3.216
T= 20 K: 4.8314e-03 3.7191e-03 4.9664e-03; power 3.055
T= 30 K: 1.6557e-02 1.2828e-02 1.6762e-02; power 3.024
T= 50 K: 7.6832e-02 5.9939e-02 7.7601e-02; power 2.965
T=100 K: 5.0350e-01 4.2791e-01 6.2081e-01; power 2.323
T=300 K: 3.2016e+00 3.1694e+00 1.6762e+01; power 1.242
sd rate at 20 K = 1.6212e-06 a.u.
sd increment at 20 K = 2.2224e-04 a.u.
ss resistivity at 20 K = 1.1935e-05 microohm cm
increment at 2 K over 1.0 microohm cm = 5.1797e-07 microohm cm
increment at 20 K over 1.0 microohm cm = 4.8076e-03 microohm cm
s-s takes over below 0.627 K
CHECKS (dimensionless)
golden rule/formula at 2 K = 1.0005
golden rule/formula at 4 K = 0.9994
golden rule/formula at 30 K = 0.9996
golden rule/formula at 200 K = 0.9994
gapless formula/clean ratio = 1.2841
gapped ratio at t=12: 4.3883, predicted 4.3882
power, d pinned = 3.0000
power, common drift = 5.0000
power, crossing surfaces = 4.0000
two-band factor = 0.6697, predicted 0.6694
\end{verbatim}
